# Terrace width at the crossover from step flow to terrace nucleation

## Question

I want to estimate how wide the terraces of a vicinal surface can be before islands nucleate on them, instead of the deposit simply attaching to the steps.

My model is a square lattice with straight, parallel steps a distance $L$ apart. Atoms land at a rate $F$ per site and hop at a rate $k$ in each of the four directions. Both edges of a terrace absorb every adatom that reaches them, nothing desorbs, and two adatoms that meet form a stable, immobile dimer.

I know that I should integrate the dimer nucleation rate $\sigma D n^2$ over the diffusion profile $n(x)$ for one layer time, but I am stuck on three points:

1. The integral over $x$ gives a rate per unit length of step. What length along the step do I multiply by?
2. The steps move by a whole terrace width during one layer time. May I still use a stationary profile?
3. What is $\sigma$? If I set it to 1, have I thrown away something important?

For numbers I would like to use an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$ per direction, a diffusion barrier of 0.60 eV, 500 K, a flux of 0.1 layers per second and a lattice spacing of 0.3 nm.

## Answer

I measure lengths in lattice spacings and densities per site, so that $D=k$ and one layer time is $1/F$. Here $x$ runs across the terrace and $y$ along the step.

### The profile and its integral

While there are few dimers, adatoms are lost mainly at the steps. The stationary balance is

$$D\,n''(x)+F=0,\qquad n(0)=n(L)=0 .$$

Integrating twice gives $n=-Fx^2/(2D)+c_1x+c_0$. The condition at $x=0$ gives $c_0=0$, and that at $x=L$ gives $c_1=FL/(2D)$. Hence

$$n(x)=\frac{F}{2D}\,x(L-x).$$

The second difference of $x(L-x)$ on the lattice is $-2$, the same as its second derivative, so this profile also solves the discrete hopping problem.

The dimer rate per unit length of step is $\sigma D\int_0^L n^2dx$, with $\sigma$ taken as an average over the terrace. The integral is

$$\int_0^L n^2dx=\frac{F^2}{4D^2}\int_0^L\left(L^2x^2-2Lx^3+x^4\right)dx
=\frac{F^2L^5}{4D^2}\left(\frac13-\frac12+\frac15\right)=\frac{F^2L^5}{120D^2},$$

because the bracket equals $1/30$.

### The length along the step

An island in the middle of a terrace disturbs the adatom density around it. Away from the island this disturbance obeys Laplace's equation and vanishes at both steps. Its slowest decaying part is $\sin(\pi x/L)\,e^{-\pi|y|/L}$, so the island affects a stretch of terrace whose length is of order $L$. The natural patch is therefore $L\times L$. Multiplying the rate per unit length by $L$ and by the layer time $1/F$ gives

$$N=\sigma D\,\frac{F^2L^5}{120D^2}\,L\,\frac1F=\frac{\sigma F L^6}{120D}.$$

The crossover estimate is $N=1$:

$$L_c=\left(\frac{120D}{\sigma F}\right)^{1/6}.$$

For $L$ well below $L_c$, nearly all patches complete a layer without a nucleation event, and the steps take up the deposit. For $L$ well above $L_c$, islands form before the steps can sweep the terrace.

The choice of one dimer per patch is a convention. At fixed $\sigma$, changing the threshold by a factor 2 changes $L_c$ by a factor $2^{1/6}\approx1.12$. The sixth root makes the width insensitive to the threshold, but it also makes $N$ very sensitive to the width.

### The moving steps

One layer fills in the time $1/F$, during which each step advances by $L$. Its speed is thus $V=FL$. A profile that travels with the steps depends on $x-Vt$, so $\partial n/\partial t=-Vn'$ and

$$D\,n''+V\,n'+F=0 .$$

The strength of the new term relative to diffusion is $P=VL/D=FL^2/D$. Reversing the sign of $V$ reflects the profile about the terrace centre, which leaves $\int n^2dx$ unchanged. The integral is therefore even in $P$, and its first correction is of order $P^2$. Numerically it changes by $-0.13\%$ at $P=0.2$ and by $-0.51\%$ at $P=0.4$, relative to its value at rest: very nearly four times as much for twice the $P$.

At the crossover, $F/D=120/(\sigma L_c^6)$ gives $P=120/(\sigma L_c^4)$, which is tiny for wide terraces. So you may use the stationary profile, provided that you let it travel with the steps.

The same count follows from watching one fixed site. During a layer time the whole profile passes over it at speed $V$, and the site collects the dimer density

$$\int\sigma Dn^2\,dt=\frac{\sigma D}{V}\int_0^L n^2dx=\frac{\sigma F L^4}{120D}.$$

Multiplication by the area $L^2$ gives $N$ again.

### What $\sigma$ is

The capture number $\sigma$ expresses how readily two adatoms find each other before a step absorbs one of them. It can be computed rather than chosen.

Let $q(x_1,x_2,\Delta y)$ be the probability that two adatoms at these positions meet before either reaches a step. I count two atoms on the same site or on nearest-neighbour sites as having met, including the case where the second atom lands there directly. When an atom lands, the density of atoms already present is $n(x_1)$. To leading order in $F$, where third atoms are neglected, the dimer rate per unit length of step is

$$R=F\sum_{x_1,x_2,\Delta y}n(x_1)\,q(x_1,x_2,\Delta y),\qquad \sigma=\frac{R}{D\sum_x n(x)^2}.$$

Each pair is counted once, because its atoms are ordered by their time of arrival.

This sum can be reduced to the contact configurations. Let $A$ be minus the operator that generates the hopping of both atoms, with absorption at the steps. Away from contact $Aq=0$, since $q$ is then the average of its values after the next hop. Define $Q=Aq$, which is nonzero only on contact configurations; its values there are fixed by requiring $q=1$. The one-atom balance says that minus the hopping operator acting on $n$ gives $F$. Applied to a product, it gives

$$A\,[n(x_1)n(x_2)]=F\,[n(x_1)+n(x_2)].$$

Now use the symmetry of $q$ under exchange of the atoms, and then the symmetry of $A$:

$$R=\frac F2\sum[n(x_1)+n(x_2)]\,q=\frac12\sum A[n(x_1)n(x_2)]\,q=\frac12\sum Q\,n(x_1)n(x_2).$$

No boundary terms arise, because $n$ and $q$ vanish at the steps and $q$ decays at large $|\Delta y|$. At $L=8$ this agrees with a direct solution for $q$ to better than one part in $10^6$.

The dependence on $L$ can be understood in the continuum. Let $r$ be the separation of two atoms and $r_0$ an effective contact radius. Close to contact, the pair density obeys the two-dimensional Laplace equation in the relative coordinate. It vanishes at $r_0$ and joins the uncorrelated value $n^2$ at a distance $\ell$ proportional to $L$, where the steps begin to matter:

$$\rho(r)\approx n^2\,\frac{\ln(r/r_0)}{\ln(\ell/r_0)} .$$

The relative diffusion coefficient is $2D$, and a factor $1/2$ prevents double counting of pairs. The dimer rate per site is therefore

$$\frac12\,(2D)(2\pi r)\frac{d\rho}{dr}=\frac{2\pi D n^2}{\ln(\ell/r_0)}.$$

Comparison with $\sigma Dn^2$ gives

$$\sigma\approx\frac{2\pi}{\ln(L/b)},$$

where $b$ absorbs both $r_0$ and the constant ratio $L/\ell$. This is a leading-order law for wide terraces, and the argument does not supply $b$. Fixing $b$ from the pair calculation at $L=128$ gives $b=1.85$. The law can then be judged at the other widths:

| $L$ | $\sigma$, pair calculation | $\sigma$, logarithmic law |
|---:|---:|---:|
| 16 | 2.879 | 2.914 |
| 32 | 2.199 | 2.205 |
| 64 | 1.773 | 1.774 |

The deviation, relative to the pair calculation, falls from 1.2% at $L=16$ to below 0.1% at $L=64$.

So $\sigma=1$ gives the right order of magnitude for $L_c$, but it hides a slow dependence on $L$. That dependence also alters the apparent power law. From $D/F=\sigma L_c^6/120$,

$$\ln\frac DF=6\ln L_c-\ln\ln\frac{L_c}{b}+\text{constant}.$$

Differentiating with respect to $\ln L_c$ and inverting gives

$$\frac{d\ln L_c}{d\ln(D/F)}=\frac{1}{6-1/\ln(L_c/b)} .$$

The exponent lies somewhat above $1/6$ and approaches it logarithmically as $L_c$ grows.

### A check with many adatoms

The pair theory ignores third atoms, so I compared it with a kinetic Monte Carlo simulation that allows any number of adatoms. At $L=10$ the theory predicts one dimer per patch and layer when $k/F=30019$. The simulation gave $1.00\pm0.03$, from 1201 dimers. Its steps were fixed and each dimer was removed once counted, so it tests the nucleation count, not the later competition between islands and steps.

### Your numbers

The hop rate at 500 K is

$$k=10^{13}\,\mathrm{s^{-1}}\;e^{-0.60\,\mathrm{eV}/(k_BT)}=8.96\times10^6\ \mathrm{s^{-1}},$$

so $D/F=k/F=8.96\times10^7$. With $\sigma=1$,

$$L_c=(120\times8.96\times10^7)^{1/6}=47.0 .$$

To include the capture number, insert this width in the logarithmic law and repeat:

- $L=47.0$ gives $\sigma=2\pi/\ln(47.0/1.85)=1.94$, and then $L_c=47.0/1.94^{1/6}=42.1$.
- $L=42.1$ gives $\sigma=2.01$, and then $L_c=47.0/2.01^{1/6}=41.8$.

The full pair calculation also gives 41.8 lattice spacings, or 12.5 nm. The digits describe the solution of $N=1$ in this model; as a boundary between growth modes, "about 40 spacings" is the appropriate reading.

The approximations made within the model hold comfortably at this width. The premise of stable dimers is a separate condition on the material. A dimer at the terrace centre captures a further adatom at a rate of roughly $\sigma Dn=\sigma FL_c^2/8\approx 40\ \mathrm{s^{-1}}$, and it must break up more slowly than that. With the same attempt frequency at 500 K, this needs a break-up barrier above about 1.1 eV. The moving-step parameter is $P=2.0\times10^{-5}$. The slowest diffusion mode relaxes in $L_c^2/(\pi^2D)=2.0\times10^{-5}$ s, against a layer time of 10 s. The mean number of adatoms on a patch is

$$L_c\int_0^{L_c}n\,dx=\frac{FL_c^4}{12D}=2.8\times10^{-3},$$

so a third atom is rarely present when two meet.

At $L=21$, about half the critical width, $N=0.02$: roughly one patch in fifty nucleates a dimer per layer. At $L=84$ the formula gives $N=54$. Do not read this as a forecast of 54 islands. The profile was derived without islands, and the first ones would capture adatoms and suppress further nucleation. The large value says that the island-free profile cannot survive for a layer time.

Raising $k/F$ tenfold moves the crossover from 41.8 to 62.6 spacings. The effective exponent is $\log_{10}(62.6/41.8)=0.175$, as the logarithmic law predicts, compared with $1/6=0.167$.

### The crossover temperature of a given surface

If the miscut fixes $L$, solve $N=1$ for the hop rate instead. For $L=64$, where $\sigma=1.773$,

$$k=\frac{\sigma F L^6}{120}=\frac{1.773\times0.1\times64^6}{120}\ \mathrm{s^{-1}}=1.015\times10^8\ \mathrm{s^{-1}}.$$

With attempt frequency $\nu$ and barrier $E$, $T=E/[k_B\ln(\nu/k)]$. Taking the ratio to the 500 K case removes $E/k_B$:

$$T=500\ \mathrm K\times\frac{\ln(10^{13}/8.96\times10^6)}{\ln(10^{13}/1.015\times10^8)}
=500\ \mathrm K\times\frac{13.93}{11.50}\approx606\ \mathrm K .$$

Within the model, the surface grows by step flow well above this temperature, and islands nucleate on the terraces well below it. For a real surface the value holds only if dimers are still stable near this temperature, both step edges act as sinks, and nothing desorbs.

### When the estimate fails

The assumption that matters most may be that of perfect sinks at both edges. Take the opposite extreme at one edge. Measure $x$ from the edge where adatoms would step down to the next terrace, and suppose that they cannot descend there, while the edge at $x=L$ still absorbs. Then $n'(0)=0$ and $n(L)=0$, so

$$n=\frac{F}{2D}(L^2-x^2),\qquad
\int_0^Ln^2dx=\frac{F^2L^5}{4D^2}\left(1-\frac23+\frac15\right)=\frac{2F^2L^5}{15D^2}.$$

This is 16 times the earlier integral. At the same $\sigma$ and with the same $L\times L$ patch, the critical width shrinks by a factor $16^{1/6}\approx1.59$. Both of these also change, however. The pair problem has a different $\sigma$, and a disturbance now decays along the step as $e^{-\pi|y|/(2L)}$, so an island is felt about twice as far away. A more precise value would have to include both effects.

If dimers break up, a larger cluster is the smallest stable nucleus, and the rate $\sigma Dn^2$ no longer counts stable islands. Mobile dimers can reach a step and disappear, so not every dimer then becomes an island. Anisotropic hopping changes both the capture number and the distance along the step over which an island is felt. In each of these cases the balance between steps and nuclei can be set up in the same way, but the factor 120 and the sixth root should not be carried over unchecked.

The numerical output below gives the values used here with further digits.

## Table of computed values

```
Lattice sum of (n k/F)^2 at L=40: 853333.0
Continuum value L^5/120 at L=40: 853333.3
Relative change of integral at P=0.2: -1.268e-03
Relative change of integral at P=0.4: -5.054e-03
Dimer rate at L=8, contact charges: 1108.81436 F^2/k
Dimer rate at L=8, direct solution: 1108.81408 F^2/k
Capture number at L=16: computed 2.8786, log law 2.9141
Capture number at L=32: computed 2.1987, log law 2.2052
Capture number at L=64: computed 1.7726, log law 1.7737
Capture number at L=128: computed 1.4834, log law 1.4834
Length b in the log law: 1.8523 lattice spacings
Slope of 1/sigma against ln L, times 2 pi: 0.9968
Simulation at L=10: k/F = 30019, sigma = 3.603
Simulated dimers in 300 layers on 4 patches: 1201
Simulated dimers per patch and layer: 1.001 +/- 0.029 (predicted 1)
Attempt frequency per direction: 1.0e+13 1/s
Diffusion barrier: 0.60 eV
Temperature: 500 K
Flux: 0.1 layers/s; layer time: 10.0 s
Hop rate k per direction: 8.9591e+06 1/s
Ratio k/F: 8.9591e+07
Critical width with sigma=1: 46.98 lattice spacings
Critical width from pair calculation: 41.81 lattice spacings
Critical width from log law: 41.80 lattice spacings
Lattice spacing: 0.3 nm; critical width: 12.5 nm
Capture number at critical width: 2.013
Dimers per patch and layer at L=21: 0.0205
Dimers per patch and layer at L=84: 53.8
P = F L^2/D at critical width: 1.95e-05
Profile relaxation time L^2/(pi^2 D): 1.98e-05 s
Mean adatoms on critical patch: 2.84e-03
Critical width at ten times k/F: 62.62 lattice spacings
Effective exponent: 0.1754; log law: 0.1755; 1/6 = 0.1667
Hop rate needed for crossover at L=64: 1.0151e+08 1/s
Crossover temperature at L=64: 605.6 K
```
